# When integer aufbau filling has no self-consistent solution

## Question

I am running a small plane-wave calculation at the Γ point with four electrons and spin-paired orbitals. After each diagonalization I put two electrons into each of the two lowest levels, build the density, mix it with the old one and repeat.

The bottom level causes no trouble. Above it lie two close levels, one even and one odd under inversion. When I fill the even one, its repulsion lifts it above the odd one. The next step fills the odd one, which then rises above the even one. Stronger damping makes the switching gentler, but the calculation never settles.

I have been assuming that a self-consistent solution with the lowest levels filled by whole pairs always exists, so that this must be a mixing problem. Is that right? If I allow fractional occupations, am I finding a real solution of the equations or hiding a failure to converge?

## Answer

For real, spin-paired orbitals the assumption is false. Self-consistency and aufbau order are two separate demands, and integer occupations of such orbitals cannot always meet both. If each of your two integer fillings, relaxed at fixed occupations, puts the filled level above the empty one, there is a stationary filling that is fractional, with the two levels at the same energy. "Only fractional filling works" also needs conditions, which come out below.

### What happens when charge is moved

I use atomic units in the algebra. Let the two levels $a$ and $b$ have different symmetry, so that the Hamiltonian does not mix them, and let them share two electrons: $f_a=f$ and $f_b=2-f$, with $0\le f\le 2$. The energy is

$$E=\sum_i f_i\langle\psi_i|t+v_{\rm ext}|\psi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n],\qquad n=\sum_i f_i|\psi_i|^2 .$$

For each fixed $f$, let the orbitals relax until $H\psi_i=\varepsilon_i\psi_i$. Now change one occupation $f_i$. The energy changes explicitly through $f_i$ and implicitly through the orbitals:

$$\frac{\partial E}{\partial f_i}=\langle\psi_i|H|\psi_i\rangle+\sum_j f_j\left(\langle\partial\psi_j|H|\psi_j\rangle+\langle\psi_j|H|\partial\psi_j\rangle\right).$$

Because $H\psi_j=\varepsilon_j\psi_j$, each bracket in the sum equals $\varepsilon_j\,\partial\langle\psi_j|\psi_j\rangle$, which vanishes since the norm stays at one. Hence $\partial E/\partial f_i=\varepsilon_i$ (Janak's theorem). Raising $f$ lowers $f_b$ by the same amount, so

$$\frac{dE}{df}=\varepsilon_a-\varepsilon_b\equiv g(f).$$

With $a$ full, aufbau order requires $g(2)\le 0$. With $b$ full, it requires $g(0)\ge 0$. Your iteration suggests the opposite of both, $g(2)>0$ and $g(0)<0$. It sees the levels only for mixed, unrelaxed densities, so the signs must be confirmed with orbitals relaxed at fixed occupations, as described at the end. If they hold and $g$ is continuous, it must vanish at some $f^*$ between 0 and 2. There the levels are equal and the energy is stationary against moving charge.

The integer fillings do have self-consistent orbitals if you hold the occupations fixed. They are then states with a filled level above an empty one, and moving a little charge downwards lowers their energy.

This argument relies on the different symmetry. If $a$ and $b$ had the same symmetry, $H$ could couple them, and one doubly filled orbital could change its character continuously from $a$ to $b$. The two signs alone would then not decide whether an integer solution exists.

### A case that can be solved by hand

Take a periodic cell of length $L$ along $x$, square cross-section $b^2$ with $b<L$, and volume $\Omega=Lb^2$. Let $q=2\pi/L$ and

$$v_{\rm ext}(x)=-V\cos 2qx,\qquad V\ge 0 .$$

Keep only the Hartree interaction for now. A uniform background neutralizes the electrons, so the $G=0$ Hartree term is dropped.

Try the plane-wave solution in which the total potential is flat. Two electrons occupy the constant orbital. The other two share

$$c=\sqrt2\cos qx,\qquad s=\sqrt2\sin qx,$$

each to be divided by $\sqrt\Omega$ for normalization. Since $c^2=1+\cos 2qx$ and $s^2=1-\cos 2qx$, the density is

$$n=\frac{2+f_cc^2+f_ss^2}{\Omega}=\frac{4}{\Omega}+\frac{f_c-f_s}{\Omega}\cos 2qx .$$

Poisson's equation multiplies a density wave of wave number $2q$ by $4\pi/(2q)^2=\pi/q^2$. The total potential is therefore

$$v_{\rm ext}+v_{\rm H}=\left[-V+\frac{\pi}{\Omega q^2}(f_c-f_s)\right]\cos 2qx .$$

It is flat, as supposed, if the bracket vanishes. With $f_s=2-f_c$ we have $f_c-f_s=2(f_c-1)$, so

$$f_c=1+\frac{V}{V_c},\qquad V_c=\frac{2\pi}{\Omega q^2}.$$

The occupation may not exceed 2, so this solution requires $V\le V_c$. The levels are 0 for the constant orbital and $q^2/2$ for both $c$ and $s$. The next level along $x$ is $2q^2$, and the lowest transverse one is $(2\pi/b)^2/2>q^2/2$. Aufbau order therefore holds in the whole three-dimensional cell.

At $V=0$ the two levels are equivalent and each holds one electron. At $V=V_c$ the external potential is just strong enough to keep $c$ full.

### Could an integer solution be hiding elsewhere?

For the Hartree functional this can be decided. Let $P$ be the one-particle density matrix, with occupations between 0 and 2, and let $P'$ be any other with the same number of electrons. The Hartree energy is quadratic in the density, so

$$E[P']-E[P]=\mathrm{Tr}\{(P'-P)H[P]\}+E_{\rm H}[n'-n].$$

Suppose $P$ obeys aufbau with Fermi level $\mu$. In the eigenbasis of $H[P]$ the trace is $\sum_i(p_i'-p_i)(\varepsilon_i-\mu)$, where $p_i$ and $p_i'$ are the diagonal elements; the $\mu$ term adds nothing because the electron number is fixed. Below $\mu$, $p_i=2$ and both factors are non-positive. Above $\mu$, $p_i=0$ and both are non-negative. The trace is thus never negative. Nor is the last term, because

$$E_{\rm H}[\delta n]=\frac{\Omega}{2}\sum_{G\ne0}\frac{4\pi}{G^2}|\delta n_G|^2 .$$

An aufbau solution is therefore a global minimum. If $P'$ is an aufbau solution too, write the identity again with the roles exchanged and add the two. The left sides cancel, leaving $0\ge 2E_{\rm H}[n'-n]$, which forces $n'=n$.

So for $V\le V_c$ every aufbau solution has the density found above, and hence the same flat potential and degenerate pair. What remains free is how the pair is filled. Describe this by a Hermitian $2\times2$ matrix $M$ of trace 2 with eigenvalues between 0 and 2. Its density is

$$\frac{1}{\Omega}\left[M_{cc}c^2+M_{ss}s^2+2\,\mathrm{Re}(M_{cs})\,cs\right],\qquad cs=\sin 2qx .$$

Matching the known density gives $M_{cc}=f_c$, $M_{ss}=f_s$ and $\mathrm{Re}\,M_{cs}=0$. For real, spin-paired orbitals $M_{cs}$ is real and so vanishes. The occupations are then $f_c$ and $f_s$, which are fractional for $0<V<V_c$ and equal to one electron each, half a pair, at $V=0$. No filling of real orbitals by whole pairs exists below $V_c$.

There are two ways round this result:

- **A complex orbital.** Integer filling needs eigenvalues 2 and 0, hence $\det M=0$ and $M_{cs}=\pm i\sqrt{f_cf_s}$. The doubly filled orbital is $\chi=\sqrt{f_c/2}\,c\pm i\sqrt{f_s/2}\,s$. The factor $i$ removes the cross term from $|\chi|^2$, so the density is right. Expanding $\chi$ in $e^{\pm iqx}$ gives a mean momentum $\pm q\sqrt{f_cf_s}$ for each of the two electrons in it, so this state carries a current.
- **Different orbitals for the two spins.** Put one spin in $\sqrt{f_c/2}\,c+\sqrt{f_s/2}\,s$ and the other in $\sqrt{f_c/2}\,c-\sqrt{f_s/2}\,s$. The cross terms cancel in the sum. This works here because the Hartree energy depends on the total density alone.

In the Hartree model neither opens a gap: the two frontier eigenvalues are still equal.

### Numbers

Take $L=10$ Å, $b=4$ Å and $V=0.4$ eV as model parameters. Then $\Omega=160$ Å$^3$, or 1080 bohr$^3$. The frontier level is $q^2/2=0.05528$ hartree (1.504 eV), so $q^2=0.1106$ and

$$V_c=\frac{2\pi}{1080\times0.1106}=0.0526\ \text{hartree}=1.432\ \text{eV}.$$

The balanced filling is $f_c=1+0.4/1.432=1.279$ and $f_s=0.721$. A plane-wave calculation that relaxes the orbitals at fixed occupations, and does not assume a flat potential, finds the same threshold and filling. Energies below are relative to the balanced state.

| $f_c$ | $\varepsilon_c-\varepsilon_s$ (eV) | $E$ (eV) |
|---|---:|---:|
| 0 | −1.154 | 0.736 |
| 1 | −0.251 | 0.035 |
| 1.279 | 0.000 | 0.000 |
| 1.5 | +0.198 | 0.022 |
| 2 | +0.648 | 0.233 |

Both integer ends have the wrong order. The energy is the area under the gap curve, which is nearly a triangle: between 1.279 and 2 it is about $\tfrac12\times0.721\times0.648=0.234$ eV, against 0.233 eV in the table.

Relaxation matters away from balance. With the orbitals frozen as $c$ and $s$, the potential splits them by its full amplitude, because the mean of $\cos2qx$ is $+\tfrac12$ in $c$ and $-\tfrac12$ in $s$. Thus

$$g_{\rm frozen}=-V+V_c(f_c-1).$$

At $f_c=2$ this gives 1.032 eV, whereas relaxed orbitals give 0.648 eV. The zero does not move, because in a flat potential the frozen orbitals are already the relaxed ones.

For contrast, raise $V$ to 2.5 eV, above the threshold. With $c$ full, the relaxed gap is −0.674 eV, so ordinary integer filling is consistent.

### Why damping does not help

Use the frozen orbitals again and let $d$ be the value of $f_c-f_s$ represented by the input density. The gap is $-V+V_cd/2$, which changes sign at $d^*=2V/V_c=0.559$. Integer filling returns $d=+2$ below that point and $d=-2$ above it. The output jumps across the balance point without ever equalling the input. Damping shortens each step but cannot create the missing solution.

The mismatch stays large. At the balance point the nearer output differs by $2-0.559=1.441$ in $d$. Since the mean of $|\cos2qx|$ is $2/\pi$, the integrated absolute density difference is $1.441\times2/\pi=0.92$ electrons.

In the full calculation, with the levels filled by energy alone and a starting density of period $L/2$ that is neither even nor odd, I ran 700 iterations with 10% and with 5% of the new density mixed in. The smallest differences between input and output were 0.96 and 0.93 electrons. The same two runs at $V=2.5$ eV converged to rounding error. A small change of density from one step to the next is therefore no proof of convergence: compare the input density with the unmixed output.

### What smearing does

Fermi smearing makes the occupations continuous functions of the levels. With the bottom level full and higher levels empty, the Fermi level lies midway between $c$ and $s$, and

$$f_c=\frac{2}{1+e^{g/2kT}},\qquad f_s=\frac{2}{1+e^{-g/2kT}},$$

so that $f_c/f_s=e^{-g/2kT}$, or

$$g=-2kT\ln\frac{f_c}{f_s}.$$

As $kT\to0$ with both occupations finite, $g\to0$. The smeared solution approaches the balanced one: $f_c=1.228$, 1.267 and 1.277 at $kT=0.05$, 0.01 and 0.002 eV. Here smearing does not hide a convergence failure; it leads to the fractional solution.

Little smearing still calls for strong damping. Differentiating the Fermi function gives $df_c/dg=-f_cf_s/(4kT)$. In the frozen-orbital picture $dg/df_c=V_c$, so one unmixed step multiplies a small error in $f_c$ by $-R$, with $R=V_cf_cf_s/(4kT)$. If a fraction $\beta$ of the new value is mixed in, the factor becomes $1-\beta(1+R)$, and convergence requires

$$\beta<\frac{2}{1+R}.$$

With the balanced occupations, $R=6.6$ at $kT=0.05$ eV and 33 at 0.01 eV. The limits on $\beta$ are about 0.26 and 0.06. These frozen-orbital estimates are somewhat too generous. Within one step the orbitals respond to the potential in the same direction as the occupations, which adds to $R$ and lowers the limits for the $\cos2qx$ wave to 0.24 and 0.057. A $\sin2qx$ density wave, which couples $c$ and $s$, is slightly tighter still, with limits of 0.23 and 0.055. Start well below them.

### With exchange included

Local exchange is attractive and opposes the Hartree repulsion that drives the crossing. For a weak modulation about the mean density $n_0=4/\Omega$, its potential changes by

$$\delta v_x=-\frac13\left(\frac3\pi\right)^{1/3}n_0^{-2/3}\,\delta n .$$

The coefficient is −13.7 here, against $\pi/q^2=28.4$ for the Hartree term, so about 52% of the repulsion survives. To leading order, balance then requires $f_c\approx1+0.279/0.52=1.54$. The self-consistent calculation gives 1.546, with gaps of +0.240 eV when $c$ is full and −0.858 eV when $s$ is full. Integer filling by symmetry fails again.

The uniqueness proof does not carry over, because the exchange energy is not convex. The sign change still gives a balanced filling, but I cannot exclude other spin-paired solutions, for instance ones of lower symmetry. If the spins are set free, lower solutions do exist. With spin-dependent local exchange in this cell, three electrons up and one down lie 0.63 eV below the balanced state with a gap of 1.14 eV, and two up and two down in different orbitals lie 0.44 eV below it with a gap of 1.02 eV. The balanced filling answers the spin-paired problem only, so a spin-polarized run is worth making. Correlation is left out in both calculations.

For your own system, converge the two integer fillings at fixed occupations, with the levels identified by symmetry, and look at the sign of the gap in each. If the filled level lies above the empty one both times, look for the filling at which they meet. If either filling puts the filled level below the empty one, and no other empty level lies below a filled one, you have an integer solution and the trouble lies in the mixing. The numerical output below gives the remaining levels and checks.

## Table of computed values

```
cell length, width: 10.000, 4.000 angstrom
cell volume: 160.000 angstrom^3
plane waves along x: 17; grid points: 64
shallow V: 0.400 eV; deep V: 2.500 eV
Hartree model, shallow V; energies relative to balanced state
f_c=0.0000: eps_c=0.8997, eps_s=2.0532, gap=-1.1536, E=0.73635 eV
f_c=0.5000: eps_c=1.1435, eps_s=1.8444, gap=-0.7009, E=0.27288 eV
f_c=1.0000: eps_c=1.3774, eps_s=1.6282, gap=-0.2508, E=0.03502 eV
f_c=1.2793: eps_c=1.5041, eps_s=1.5041, gap=+0.0000, E=0.00000 eV
f_c=1.5000: eps_c=1.6024, eps_s=1.4042, gap=+0.1983, E=0.02188 eV
f_c=2.0000: eps_c=1.8196, eps_s=1.1712, gap=+0.6483, E=0.23346 eV
balanced f_c computed: 1.279260; formula: 1.279260
balanced f_s: 0.720740
f_c at energy minimum: 1.27926
balanced bottom level: -0.0000 eV
balanced frontier level: 1.5041 eV = 0.055275 hartree
next level along x: 6.0165 eV
lowest transverse level: 9.4008 eV
range of balanced total potential: 3.8e-13 eV
threshold V_c computed: 1.432359 eV; formula: 1.432359 eV
largest derivative-theorem error: 1.4e-08 eV
largest convexity-identity error: 3.4e-14 eV
best real-orbital density misfit: 0.9147 electrons
complex-orbital density misfit: 6.6e-16 electrons
spin-dependent density misfit: 6.1e-16 electrons
damping 0.10, shallow V: smallest residual 0.9566 electrons
damping 0.10, deep V: final residual 2.9e-15 electrons
damping 0.05, shallow V: smallest residual 0.9306 electrons
damping 0.05, deep V: final residual 7.3e-15 electrons
iterations in each run: 700
deep V, c full: gap -0.6739 eV
smearing kT=0.050 eV: f_c=1.227656
smearing kT=0.010 eV: f_c=1.267069
smearing kT=0.002 eV: f_c=1.276728
with local exchange, c full: gap +0.2397 eV
with local exchange, s full: gap -0.8578 eV
with local exchange, balanced f_c: 1.546175
```
